# The GGA nuclear gradient in an atom-centred basis without orbital response: test program

```python
"""
Result under test: the nuclear gradient of a closed-shell GGA energy in an
atom-centred basis,
  dE/dA = tr(P hA) + (1/2) P P (..|..)A + ExcA - tr(W SA) + VnnA,
  ExcA = -2 sum_{m on A, n} P_mn Int{ f_rho phi_n d_k phi_m
         + 2 f_sigma sum_j d_j rho [phi_n d_j d_k phi_m + d_j phi_n d_k phi_m] }.
P: density matrix (occupation 2), F: Kohn-Sham matrix, S: overlap,
W = P F P / 2: energy-weighted density matrix, f(rho, sigma): GGA energy per
volume, sigma = |grad rho|^2, suffix A: derivative at fixed P.
Example: N2, PBE, 6-31G*, second nucleus moved along the bond (z axis).
Atomic units throughout; energies come from a self-written SCF.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh
from scipy import constants
from pyscf import gto, dft, scf

BOND = 2.2          # bohr
STEP = 2.0e-3       # bohr, finite-difference step
OFFSETS = (-2, -1, 1, 2)
N_OCC = 7
CHARGE = 7.0
ATOM = 1            # the nucleus that is moved
Z_AXIS = 2
# positions of second derivatives in the basis-function array
SECOND = [[4, 5, 6], [5, 7, 8], [6, 8, 9]]


def make_system(bond, grid=None, order=1):
    mol = gto.M(atom=[("N", (0.0, 0.0, 0.0)), ("N", (0.0, 0.0, bond))],
                unit="Bohr", basis="6-31g*", verbose=0)
    if grid is None:
        g = dft.gen_grid.Grids(mol)
        g.atom_grid = {"N": (75, 302)}
        g.prune = None
        g.build()
        keep = g.weights > 1e-14
        grid = (np.array(g.coords[keep]), np.array(g.weights[keep]))
    ao = np.ascontiguousarray(
        mol.eval_gto("GTOval_sph_deriv%d" % order, grid[0]))
    n = mol.nao_nr()
    return SimpleNamespace(
        mol=mol, grid=grid, w=grid[1], ao=ao, n=n,
        S=mol.intor("int1e_ovlp"), T=mol.intor("int1e_kin"),
        h=mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
        eri=mol.intor("int2e", aosym="s1").reshape(n * n, n * n),
        vnn=CHARGE**2 / bond)


def density(s, P):
    """Rows: rho and its three first derivatives."""
    t = s.ao[0] @ P
    rho = np.array([np.einsum("gi,gi->g", t, s.ao[c]) for c in range(4)])
    rho[1:] *= 2.0
    return rho


def fock_energy(s, P):
    """Kohn-Sham matrix, total energy, exchange-correlation energy."""
    rho = density(s, P)
    exc, v = dft.libxc.eval_xc("PBE,PBE", rho, spin=0, deriv=1)[:2]
    e_xc = np.dot(s.w, rho[0] * exc)
    b = s.ao[0] * (0.5 * s.w * v[0])[:, None]
    for j in range(1, 4):
        b += s.ao[j] * (2.0 * s.w * v[1] * rho[j])[:, None]
    m = s.ao[0].T @ b
    J = (s.eri @ P.ravel()).reshape(s.n, s.n)
    energy = np.sum(P * s.h) + 0.5 * np.sum(P * J) + e_xc + s.vnn
    return s.h + J + m + m.T, energy, e_xc


def occupy(F, S):
    C = eigh(F, S)[1][:, :N_OCC]
    return 2.0 * C @ C.T


def run_scf(s, P):
    """Self-consistent field with DIIS; returns energy, P and F."""
    val, vec = np.linalg.eigh(s.S)
    X = vec / np.sqrt(val)
    focks, errors = [], []
    for _ in range(80):
        F, energy, _ = fock_energy(s, P)
        FPS = F @ P @ s.S
        err = X.T @ (FPS - FPS.T) @ X
        if np.max(np.abs(err)) < 1e-8:
            return energy, P, F
        focks = (focks + [F])[-8:]
        errors = (errors + [err.ravel()])[-8:]
        n = len(focks)
        e = np.array(errors)
        B = -np.ones((n + 1, n + 1))
        B[n, n] = 0.0
        gram = e @ e.T
        B[:n, :n] = gram / np.max(np.abs(gram))
        rhs = np.zeros(n + 1)
        rhs[n] = -1.0
        c = np.linalg.solve(B, rhs)[:n]
        P = occupy(sum(ci * Fi for ci, Fi in zip(c, focks)), s.S)
    raise RuntimeError("SCF did not converge")


def gradient(s, P, F):
    """All analytic terms for the moved nucleus, z component."""
    mol = s.mol
    first, last = mol.aoslice_by_atom()[ATOM, 2:4]
    on = slice(first, last)

    def moved_basis(name):
        full = mol.intor(name)[Z_AXIS]
        d = np.zeros_like(full)
        d[on] = -full[on]
        return d + d.T

    SA = moved_basis("int1e_ipovlp")
    h_basis = moved_basis("int1e_ipkin") + moved_basis("int1e_ipnuc")
    with mol.with_rinv_origin(mol.atom_coord(ATOM)):
        r = mol.intor("int1e_iprinv")[Z_AXIS]
    h_operator = -CHARGE * (r + r.T)
    d_eri = mol.intor("int2e_ip1", aosym="s1")[Z_AXIS]
    dJ = (d_eri.reshape(s.n**2, s.n**2) @ P.ravel()).reshape(s.n, s.n)

    rho = density(s, P)
    v = dft.libxc.eval_xc("PBE,PBE", rho, spin=0, deriv=1)[1]
    t = (s.ao[0] @ P)[:, on]
    dphi = s.ao[1 + Z_AXIS][:, on]
    rhoA = -2.0 * np.einsum("gi,gi->g", t, dphi)
    xc_rho = np.dot(s.w * v[0], rhoA)
    xc_hess = xc_prod = 0.0
    for j in range(3):
        factor = 2.0 * s.w * v[1] * rho[1 + j]
        d2phi = s.ao[SECOND[j][Z_AXIS]][:, on]
        xc_hess -= 2.0 * np.dot(factor, np.einsum("gi,gi->g", t, d2phi))
        tj = (s.ao[1 + j] @ P)[:, on]
        xc_prod -= 2.0 * np.dot(factor, np.einsum("gi,gi->g", tj, dphi))

    out = SimpleNamespace(SA=SA, rhoA=rhoA, xc_rho=xc_rho,
                          xc_hess=xc_hess, xc_prod=xc_prod)
    out.one_basis = np.sum(P * h_basis)
    out.one_operator = np.sum(P * h_operator)
    out.coulomb = -2.0 * np.sum(P[on] * dJ[on])
    out.xc = xc_rho + xc_hess + xc_prod
    distance = mol.atom_coord(1)[2] - mol.atom_coord(0)[2]
    out.nuclear = -CHARGE**2 / distance**2
    out.overlap = -np.sum(0.5 * (P @ F @ P) * SA)
    out.fixed_P = (out.one_basis + out.one_operator + out.coulomb
                   + out.xc + out.nuclear)
    out.total = out.fixed_P + out.overlap
    return out


def xc_by_potential(s, P, rhoA):
    """Integral of the multiplicative GGA potential times rhoA."""
    rho = density(s, P)
    _, v, f = dft.libxc.eval_xc("PBE,PBE", rho, spin=0, deriv=2)[:3]
    t = s.ao[0] @ P
    H = np.zeros((3, 3, len(s.w)))
    for i in range(3):
        ti = s.ao[1 + i] @ P
        for j in range(i, 3):
            H[i, j] = 2.0 * (np.einsum("gi,gi->g", t, s.ao[SECOND[i][j]])
                             + np.einsum("gi,gi->g", ti, s.ao[1 + j]))
            H[j, i] = H[i, j]
    g = rho[1:]
    grad_sigma = 2.0 * np.einsum("ijg,jg->ig", H, g)
    grad_v = f[1] * g + f[2] * grad_sigma
    laplacian = H[0, 0] + H[1, 1] + H[2, 2]
    pot = v[0] - 2.0 * np.sum(grad_v * g, axis=0) - 2.0 * v[1] * laplacian
    keep = rho[0] > 1e-9   # the far tail carries no weight, only noise
    return np.dot((s.w * rhoA)[keep], pot[keep])


def slope(values):
    a, b, c, d = values
    return (a - 8.0 * b + 8.0 * c - d) / (12.0 * STEP)


# Reference calculation and analytic gradient
ref = make_system(BOND, order=2)
guess = np.array(scf.RHF(ref.mol).get_init_guess())
E0, P0, F0 = run_scf(ref, guess)
ana = gradient(ref, P0, F0)
electrons = np.dot(ref.w, density(ref, P0)[0])
eps, C_all = eigh(F0, ref.S)
C0 = C_all[:, :N_OCC]
assert abs(electrons - 2 * N_OCC) < 1e-3
assert eps[N_OCC] - eps[N_OCC - 1] > 0.05

# Displaced geometries on the grid of the reference geometry
E_scf, P_scf, E_fixed, Exc_fixed, E_ortho = [], [], [], [], []
for k in OFFSETS:
    s = make_system(BOND + k * STEP, grid=ref.grid)
    e, p, _ = run_scf(s, P0)
    E_scf.append(e)
    P_scf.append(p)
    _, e, exc = fock_energy(s, P0)
    E_fixed.append(e)
    Exc_fixed.append(exc)
    # old orbitals, made orthonormal again but not reconverged
    P_old = 2.0 * C0 @ np.linalg.solve(C0.T @ s.S @ C0, C0.T)
    E_ortho.append(fock_energy(s, P_old)[1])
fd_total, fd_fixed = slope(E_scf), slope(E_fixed)
fd_xc, fd_ortho = slope(Exc_fixed), slope(E_ortho)
assert abs(fd_total - ana.total) < 1e-6
assert abs(fd_fixed - ana.fixed_P) < 1e-6
assert abs(fd_xc - ana.xc) < 1e-6
assert abs(fd_ortho - ana.total) < 1e-6
# Without second derivatives of basis functions the result is wrong
assert abs(fd_xc - (ana.xc - ana.xc_hess)) > 1e-4

# The density matrix responds, but only its overlap part has a trace with F
dP = slope(P_scf)
relaxation = dP + 0.5 * P0 @ ana.SA @ P0
trace_response = np.sum(F0 * dP)
trace_relax = np.sum(F0 * relaxation)
assert np.linalg.norm(relaxation) > 1e-2
assert abs(trace_response - ana.overlap) < 1e-6
assert abs(trace_relax) < 1e-6

# Integration by parts; tolerance covers the quadrature error
xc_pot = xc_by_potential(ref, P0, ana.rhoA)
assert abs(xc_pot - ana.xc) < 2e-4

# Grid moving with the atoms; tolerance covers the quadrature error
E_moving = [run_scf(make_system(BOND + k * STEP), P0)[0] for k in OFFSETS]
fd_moving = slope(E_moving)
assert abs(fd_moving - ana.total) < 2e-4

# Orbitals perturbed by adding a fraction of the kinetic matrix to F
strengths = (0.004, 0.002)
energy_err, grad_err = [], []
for lam in strengths:
    P_bad = occupy(F0 + lam * ref.T, ref.S)
    F_bad, E_bad, _ = fock_energy(ref, P_bad)
    energy_err.append(E_bad - E0)
    grad_err.append(gradient(ref, P_bad, F_bad).total - ana.total)
ratio_E = energy_err[0] / energy_err[1]
ratio_g = grad_err[0] / grad_err[1]
assert abs(ratio_E - 4.0) < 0.2
assert abs(ratio_g - 2.0) < 0.1

to_eV_A = (constants.value("Hartree energy in eV")
           / (constants.value("Bohr radius") * 1e10))
hf_value = ana.one_operator + ana.nuclear


def show(label, value, unit="hartree/bohr", fmt="%.7f"):
    print(label + ": " + fmt % value + " " + unit)


print("N2, PBE, 6-31G*; gradient of second nucleus along bond")
show("bond length", BOND, "bohr", "%.3f")
show("difference step", STEP, "bohr", "%.4f")
show("basis functions", ref.n, "(count)", "%d")
show("grid points", len(ref.w), "(count)", "%d")
show("electrons from quadrature", electrons, "(count)", "%.7f")
show("SCF energy", E0, "hartree", "%.9f")
show("HOMO-LUMO gap", eps[N_OCC] - eps[N_OCC - 1], "hartree", "%.4f")
show("one-electron, moving basis", ana.one_basis)
show("one-electron, moving operator", ana.one_operator)
show("Coulomb repulsion of electrons", ana.coulomb)
show("xc, f_rho part", ana.xc_rho)
show("xc, basis second-derivative part", ana.xc_hess)
show("xc, product of first derivatives", ana.xc_prod)
show("xc, sum", ana.xc)
show("nuclear repulsion", ana.nuclear)
show("sum at fixed P", ana.fixed_P)
show("overlap term -tr(W SA)", ana.overlap)
show("TOTAL analytic gradient", ana.total)
show("TOTAL analytic gradient", ana.total * to_eV_A, "eV/angstrom", "%.4f")
for k, e in zip(OFFSETS, E_scf):
    show("SCF energy, fixed grid, offset %+d steps" % k, e,
         "hartree", "%.10f")
show("difference slope, SCF, fixed grid", fd_total)
show("  minus analytic", fd_total - ana.total, fmt="%.1e")
show("difference slope at fixed P", fd_fixed)
show("difference slope of xc at fixed P", fd_xc)
show("slope, old orbitals re-orthonormalised", fd_ortho)
show("  minus analytic", fd_ortho - ana.total, fmt="%.1e")
show("difference slope, SCF, moving grid", fd_moving)
show("  minus analytic", fd_moving - ana.total, fmt="%.1e")
show("xc from multiplicative potential", xc_pot)
show("  minus analytic xc", xc_pot - ana.xc, fmt="%.1e")
show("Hellmann-Feynman value alone", hf_value)
show("norm of dP/dA", np.linalg.norm(dP), "1/bohr", "%.4f")
show("norm of dP/dA + P SA P/2", np.linalg.norm(relaxation),
     "1/bohr", "%.4f")
show("tr(F dP/dA)", trace_response)
show("tr(F [dP/dA + P SA P/2])", trace_relax, fmt="%.1e")
for lam, de, dg in zip(strengths, energy_err, grad_err):
    show("perturbation %.3f, energy error" % lam, de, "hartree", "%.4e")
    show("perturbation %.3f, gradient error" % lam, dg, fmt="%.4e")
show("energy error ratio on halving", ratio_E, "(pure number)", "%.3f")
show("gradient error ratio on halving", ratio_g, "(pure number)", "%.3f")
print("success")
```

Running it gives:

```
N2, PBE, 6-31G*; gradient of second nucleus along bond
bond length: 2.200 bohr
difference step: 0.0020 bohr
basis functions: 28 (count)
grid points: 44568 (count)
electrons from quadrature: 14.0000005 (count)
SCF energy: -109.396558741 hartree
HOMO-LUMO gap: 0.2757 hartree
one-electron, moving basis: 15.7046215 hartree/bohr
one-electron, moving operator: 9.7758220 hartree/bohr
Coulomb repulsion of electrons: -15.5576605 hartree/bohr
xc, f_rho part: 0.9090481 hartree/bohr
xc, basis second-derivative part: 0.0239649 hartree/bohr
xc, product of first derivatives: -0.0539825 hartree/bohr
xc, sum: 0.8790305 hartree/bohr
nuclear repulsion: -10.1239669 hartree/bohr
sum at fixed P: 0.6778467 hartree/bohr
overlap term -tr(W SA): -0.5660976 hartree/bohr
TOTAL analytic gradient: 0.1117491 hartree/bohr
TOTAL analytic gradient: 5.7464 eV/angstrom
SCF energy, fixed grid, offset -2 steps: -109.3969974345 hartree
SCF energy, fixed grid, offset -1 steps: -109.3967801694 hartree
SCF energy, fixed grid, offset +1 steps: -109.3963331846 hartree
SCF energy, fixed grid, offset +2 steps: -109.3961035333 hartree
difference slope, SCF, fixed grid: 0.1117491 hartree/bohr
  minus analytic: -1.9e-11 hartree/bohr
difference slope at fixed P: 0.6778467 hartree/bohr
difference slope of xc at fixed P: 0.8790305 hartree/bohr
slope, old orbitals re-orthonormalised: 0.1117491 hartree/bohr
  minus analytic: -5.7e-11 hartree/bohr
difference slope, SCF, moving grid: 0.1117519 hartree/bohr
  minus analytic: 2.9e-06 hartree/bohr
xc from multiplicative potential: 0.8790306 hartree/bohr
  minus analytic xc: 5.7e-08 hartree/bohr
Hellmann-Feynman value alone: -0.3481449 hartree/bohr
norm of dP/dA: 0.9515 1/bohr
norm of dP/dA + P SA P/2: 0.9982 1/bohr
tr(F dP/dA): -0.5660976 hartree/bohr
tr(F [dP/dA + P SA P/2]): -2.3e-10 hartree/bohr
perturbation 0.004, energy error: 8.1531e-04 hartree
perturbation 0.004, gradient error: -7.2206e-03 hartree/bohr
perturbation 0.002, energy error: 2.0338e-04 hartree
perturbation 0.002, gradient error: -3.6266e-03 hartree/bohr
energy error ratio on halving: 4.009 (pure number)
gradient error ratio on halving: 1.991 (pure number)
success
```
